# Urbach Slope from an Exponential Valence-Band Tail in Amorphous Silicon

## Problem

In a disordered semiconductor, energies $E$ are measured from the nominal valence-band edge, and the conduction band starts at $E_G$. The densities of states per volume and energy, both spins included, are

$$N_v(E)=\begin{cases}B\sqrt{-E}, & E<E_t,\\ N_t\,e^{-(E-E_t)/E_0}, & E\ge E_t,\end{cases}\qquad N_c(E)=C\sqrt{E-E_G}\quad(E\ge E_G).$$

The tail of width $E_0$ joins the band at $E_t$ with continuous value and slope. Valence states, tail included, are filled, and conduction states are empty. Disorder removes wavevector conservation, so light of photon energy $w$ can connect any filled state to any empty state of the same spin. The squared matrix element is replaced by its average over pairs.

1. Find $E_t$ and $N_t$.
2. Relate the absorption coefficient $\alpha(w)$ to the joint density $J(w)=\int N_v(E)N_c(E+w)\,dE$ for a constant dipole matrix element and for a constant momentum matrix element.
3. Evaluate $J$ below the gap, and state the range of $w$ in which the result holds.
4. The Urbach width is the inverse of $d\ln\alpha/dw$. Decide how closely it equals $E_0$.
5. Determine what changes if part of the tail is empty, if the conduction band also has a tail, or if the matrix element varies along the valence tail.
6. Compare an annealed film ($E_0=50$ meV, $10^{16}$ defects per cm³) with an ion-damaged film ($E_0=70$ meV, $10^{18}$ defects per cm³). Take $E_G=1.70$ eV, $B=C=10^{22}$ cm⁻³ eV⁻³ᐟ² and refractive index $n=4$. What width would a straight-line fit to $\ln\alpha$ between 1.5 and 1.7 eV give?

## Solution

### 1. Joining the tail to the band

Just below $E_t$ the logarithmic slope of the density is

$$\frac{d}{dE}\ln\sqrt{-E}=\frac{1}{2E}=-\frac{1}{2(-E)}.$$

In the tail it is $-1/E_0$. Equal slopes at $E_t$ require $2(-E_t)=E_0$, and equal values then fix $N_t$:

$$E_t=-\frac{E_0}{2},\qquad N_t=B\sqrt{\frac{E_0}{2}}.$$

The exponential therefore begins slightly inside the nominal band. The tail holds $N_tE_0$ states per volume.

### 2. From transitions to absorption

Begin in Hartree atomic units, with a field $F\cos(wt)$ along $x$. The perturbation is $Fx\cos(wt)$, and its absorbing part has amplitude $Fx/2$. The golden rule gives the rate $2\pi|Fx_{cv}/2|^2\,\delta(E_c-E_v-w)$ for each pair. Each transition absorbs energy $w$, so the absorbed power per volume $\Omega$ is

$$P=\frac{\pi wF^2}{2\Omega}\sum_{cv}|x_{cv}|^2\,\delta(E_c-E_v-w).$$

Macroscopically, $P=w\varepsilon_2F^2/(8\pi)$, where $\varepsilon_2$ is the imaginary part of the dielectric function. Equating the two expressions gives

$$\varepsilon_2=\frac{4\pi^2}{\Omega}\sum_{cv}|x_{cv}|^2\,\delta(E_c-E_v-w).$$

In ordinary units the right side is multiplied by $k_e=e^2/(4\pi\varepsilon_0)$, an energy times a length.

The sum runs over pairs of equal spin. One spin has $\Omega N_v/2$ valence states and $\Omega N_c/2$ conduction states per unit energy. The two spins together give

$$2\cdot\frac{\Omega N_v}{2}\cdot\frac{\Omega N_c}{2}=\frac{\Omega^2N_vN_c}{2}.$$

The average $\langle|x|^2\rangle$ falls as $1/\Omega$, because the strength of one state is shared among a number of partners proportional to the volume. We therefore write $\Omega\langle|x|^2\rangle=R^2/\rho$, where $\rho$ is the atomic density and $R^2$ is a strength per atom with the dimension of an area. Then

$$\varepsilon_2(w)=2\pi^2k_e\frac{R^2}{\rho}\,J(w).$$

The wave number in the medium is $(w/\hbar c)\sqrt{n^2+i\varepsilon_2}$. For $\varepsilon_2\ll n^2$ its imaginary part is $w\varepsilon_2/(2n\hbar c)$. Intensity decays at twice the rate of amplitude, so

$$\alpha(w)=\frac{w\,\varepsilon_2(w)}{n\hbar c}.$$

With a constant dipole element and constant $n$, this means $\alpha\propto wJ$. For a local potential, the commutator of $x$ with the Hamiltonian gives $|p_{cv}|=m w|x_{cv}|/\hbar$. A constant momentum element thus means $|x_{cv}|^2\propto1/w^2$, and $\alpha\propto J/w$. The phrase "constant matrix element" needs this distinction.

### 3. The convolution

The final state must lie in the conduction band: $E+w\ge E_G$, or $E\ge E_G-w$. If this lower limit is not below $E_t$, every contributing initial state is a tail state. The condition is

$$E_G-w\ge-\frac{E_0}{2}\quad\Longleftrightarrow\quad w\le E_G+\frac{E_0}{2}.$$

In this range, set $E=E_G-w+s$, where $s\ge0$ is the energy of the final electron above the conduction edge. The square root becomes $\sqrt s$, and the tail exponent becomes

$$-\frac{E-E_t}{E_0}=-\frac{E_G-w+s+E_0/2}{E_0}=\frac{w-E_G}{E_0}-\frac12-\frac{s}{E_0}.$$

Hence

$$J(w)=CN_t\,e^{(w-E_G)/E_0-1/2}\int_0^\infty\sqrt s\,e^{-s/E_0}\,ds.$$

The photon energy has left the integral. With $s=E_0y^2$ and $ds=2E_0y\,dy$, integration by parts gives

$$\int_0^\infty\sqrt s\,e^{-s/E_0}ds=E_0^{3/2}\int_0^\infty y\,(2ye^{-y^2})\,dy=E_0^{3/2}\int_0^\infty e^{-y^2}dy=\frac{\sqrt\pi}{2}E_0^{3/2}.$$

The boundary term $-ye^{-y^2}$ vanishes at both ends. Inserting $N_t=B\sqrt{E_0/2}$ yields

$$\boxed{J(w)=BC\sqrt{\frac{\pi}{8}}\;E_0^2\,\exp\!\left(\frac{w-E_G}{E_0}-\frac12\right),\qquad w\le E_G+\frac{E_0}{2}.}$$

Lowering $w$ by $E_0$ forces every transition to start $E_0$ higher in the tail, where there are $e$ times fewer states. The distribution of final energies, proportional to $\sqrt s\,e^{-s/E_0}$, does not change. A conduction band with a sharp edge therefore affects the prefactor and not the slope.

The spin factor and the convolution were tested together with discrete levels in a finite volume, spaced according to the two densities. Since $\int_{-\infty}^{w}J\,dw'=E_0J(w)$ for the exponential, the number of same-spin pairs with transition energy below $w$ should be $\Omega^2E_0J(w)/2$. At 1.5 eV the direct count is 0.9974 of this value.

Above the stated range, band states enter. If the tail is removed altogether,

$$J=BC\int_0^{\Delta}\sqrt{s(\Delta-s)}\,ds=\frac{\pi}{8}BC\Delta^2,\qquad\Delta=w-E_G,$$

because the integral is the area of a half disc of radius $\Delta/2$. Its inverse logarithmic slope is $\Delta/2$, or 100 meV at $w=1.9$ eV. With the 50 meV tail retained, the computed value is 112.7 meV. The slope there no longer measures $E_0$.

### 4. The Urbach width

Differentiating the boxed formula gives $d\ln J/dw=1/E_0$ throughout its range. For $\varepsilon_2$ the same holds if the dipole element is constant. For the absorption coefficient at constant $n$,

$$\frac{d\ln\alpha}{dw}=\frac1{E_0}+\frac1w\ \ (\text{constant dipole}),\qquad\frac{d\ln\alpha}{dw}=\frac1{E_0}-\frac1w\ \ (\text{constant momentum}).$$

The Urbach width of $\alpha$ equals the tail width to leading order in $E_0/w$. For $E_0=50$ meV at $w=1.6$ eV, the local widths are 48.5 and 51.6 meV, about 3% below and above $E_0$.

A varying refractive index adds $-d\ln n/dw$ to the slope. For an assumed 0.1 per eV, this changes the slope by 0.5% of $1/E_0$.

### 5. Three changes to the model

**Empty tail states.** At zero temperature, tail states above the Fermi level $E_F$ are empty. The integral over $s$ then stops at $s_{\max}=w-E_G+E_F$, and $J$ is multiplied by

$$P\!\left(\tfrac32,\frac{s_{\max}}{E_0}\right)=\frac{2}{\sqrt\pi}\int_0^{s_{\max}/E_0}\sqrt t\,e^{-t}\,dt.$$

This requires $s_{\max}>0$; otherwise no filled tail state can reach the conduction band. The factor describes only transitions into the conduction band. The emptied tail states can also accept electrons from below, which adds $\int_{E_F-w}^{E_F}N_v(E)N_v(E+w)\,dE$ to the joint density. This gain need not be small compared with the loss, and it is not included in the following numbers. With $E_F=0.85$ eV and $E_0=50$ meV, a photon of 1.0 eV gives $s_{\max}/E_0=3$ and a kept fraction of 0.888. At 1.5 eV, with thermal occupation at 300 K, the loss is only $1.5\times10^{-5}$ of $J$.

**A conduction tail.** Let the conduction band have a tail of width $w_c<E_0$, joined by the same rule at $w_c/2$ above $E_G$. Let $u$ be the final energy relative to $E_G$. Far below the gap, the valence density may be replaced by its tail expression for all important transitions. The factor $e^{w/E_0}$ again leaves the integral, and $\int\sqrt s\,e^{-s/E_0}ds$ is replaced by

$$L=\int_{w_c/2}^{\infty}\sqrt u\,e^{-u/E_0}du+\sqrt{\frac{w_c}{2}}\int_{-\infty}^{w_c/2}e^{(u-w_c/2)/w_c}\,e^{-u/E_0}\,du.$$

The second integral converges because $1/w_c>1/E_0$, and its value is $e^{-w_c/(2E_0)}/(1/w_c-1/E_0)$. For $w_c=25$ meV and $E_0=50$ meV, the conduction tail raises $J$ by a factor 1.358 far below the gap. At 1.2 eV the local width is still 50.00 meV. At 1.6 eV, where the replacement is less accurate, it is 50.33 meV.

If $w_c\ge E_0$, the second integral diverges, so the replacement fails. For $w_c>E_0$, the roles of the bands must be exchanged. The definition of $J$ is unchanged when the two densities are mirrored about midgap and swapped, so the wider tail now sets the slope far below the gap. This limit is approached slowly when the two widths are nearly equal: with a 50 meV valence tail and a 45 meV conduction tail, the local width at 1.2 eV is 51.5 meV. With a 25 meV valence tail and a 50 meV conduction tail, the computed width at 1.2 eV is again 50.00 meV.

**A varying matrix element.** Suppose the squared element falls as $e^{-E/W}$ towards higher energies in the valence tail. Multiplying it by the tail density gives an exponential with inverse width $1/E_0+1/W$, and the derivation is otherwise unchanged. An illustrative $W=0.5$ eV reduces the width of $J$ from 50 to 45.5 meV, or by 9%. Subgap absorption alone cannot separate this effect from a narrower tail.

### 6. Annealed and damaged films

For the annealed film at 1.5 eV, the exponent is $-0.2/0.05-0.5=-4.5$, and

$$J=10^{44}\times0.6267\times(0.05)^2\times e^{-4.5}=1.74\times10^{39}\ \text{cm}^{-6}\,\text{eV}^{-1}.$$

With $R^2=10^{-15}$ cm² and $\rho=5\times10^{22}$ cm⁻³, this gives $\varepsilon_2=9.9\times10^{-5}$ and $\alpha=1.88$ cm⁻¹. At 1.6 eV, $\alpha$ should be larger by $e^{2}\times1.6/1.5=7.88$, which gives 14.8 cm⁻¹, as computed. The damaged film has $\alpha=11.6$ cm⁻¹ at 1.5 eV from its tail alone.

Ion damage also leaves dangling bonds. Take them as sharp neutral levels, each with one electron at $E_D=0.70$ eV. Adding a second electron costs a repulsion $U=0.30$ eV, so the empty level lies at 1.00 eV. With the same average matrix element, excitation from the defect and excitation into it add

$$J_D(w)=N_D\left[N_c(E_D+w)+N_v(E_D+U-w)\right],$$

where $N_D$ is the defect density. One electron and one vacancy per defect give the same spin factor $1/2$ as before. At 1.5 eV both square roots have argument 0.5 eV, so

$$J_D=2N_DB\sqrt{0.5\ \text{eV}}.$$

The corresponding absorption is 0.153 cm⁻¹ in the annealed film and 15.3 cm⁻¹ in the damaged one. Defects thus contribute about 8% of the tail absorption in the first film, but exceed it in the second. With a sharp conduction edge, tail and defect absorption are equal at 1.37 eV in the annealed film and at 1.52 eV in the damaged film. A 25 meV conduction tail lowers both energies by less than 0.02 eV, so the damaged film's crossing lies inside the fitting window in either case.

A straight line was fitted to $\ln\alpha$ at 21 equally spaced energies from 1.5 to 1.7 eV. The fit assumes a constant dipole element and includes the 25 meV conduction tail:

| Film | Tail width | Fit with defects | Fit without defects |
|---|---:|---:|---:|
| Annealed | 50 meV | 49.5 meV | 49.0 meV |
| Damaged | 70 meV | 86.4 meV | 67.2 meV |

In the annealed film, the close agreement is partly a cancellation. The factor $w$ in $\alpha$ lowers the width, while the conduction tail and the defects raise it. In the damaged film, the slowly varying defect absorption fills in the low-energy end of the window, and the fitted width exceeds $E_0$ by 23% for the assumed common matrix element. Reading that width as a tail width would overstate the disorder of the valence edge.

Once the defect part is removed, the factor $w$ can also be corrected. Using 1.6 eV as the middle of the window,

$$\frac{1}{0.0672\ \text{eV}}-\frac{1}{1.6\ \text{eV}}=14.26\ \text{eV}^{-1},$$

which corresponds to 70 meV. This correction assumes a constant dipole element and a nearly constant refractive index.

### Relation to real films

The annealed parameters are rough values in the regime of good hydrogenated amorphous silicon, whose valence tail is near 50 meV and whose conduction tail is narrower. The damaged values represent a hydrogenated film after ion damage. Implanted silicon without hydrogen can contain many more defects. In this model, ten times the damaged-film density would give 153 cm⁻¹ of defect absorption at 1.5 eV, against 11.6 cm⁻¹ from the tail, and would hide the exponential there. The comparison holds the gap, band coefficients, matrix element and index fixed, although damage can change all of them. The absolute absorption depends directly on the rough value of $R^2$; the slope of the tail part does not. The fitted width with defects does depend on the assumption that defect and tail transitions share one matrix element. If the squared element for defect transitions is 0.3 or 3 times the band value, the damaged film gives 73.5 or 117 meV instead of 86.4 meV, and the annealed film gives 49.1 or 50.7 meV. The model yields about 0.08 cm⁻¹ at 1.2 eV for $10^{16}$ defects per cm³, which is low compared with the calibrations commonly used for hydrogenated amorphous silicon. The defect densities here should therefore not be read as calibrated values.

In this example, for photon energies above about 0.9 eV, heating changes the tail absorption more through the gap than through the occupation of the tail: going from 300 to 350 K changes $J$ of the annealed film through occupation by less than 2% there. At about 0.8 eV, just below $E_G-E_F$, the two effects are equal, and at lower energies the occupation dominates. With an assumed gap reduction of 0.4 meV/K, heating by 50 K lowers the gap by 20 meV and multiplies $J$ at fixed subgap photon energy by $e^{20/50}=1.49$ in the annealed film. The slope of the tail part is unchanged if $E_0$ stays fixed, but in a real film the tail width can also depend on temperature. A fit that includes defect absorption can change even at fixed $E_0$, because the tail part grows relative to the defect part. Electron–hole attraction and the spread of defect energies are left out, and their effect on the fitted widths has not been estimated. The remaining values are listed in the numerical output.

## Computed values

```
Gap 1.70 eV; Fermi level 0.85 eV
Band coefficients B = C = 1.0e+22 cm^-3 eV^-3/2
Dipole strength R2 = 1.0e-15 cm^2; index 4.0
Atomic density 5.0e+22 cm^-3
Conduction tail width 25 meV
Defect levels 0.70 and 1.00 eV
Pair count / formula at 1.5 eV: 0.9974
Oscillator strength, quantum/classical: 0.99999
-- annealed film: E0 = 50 meV, defects 1e+16 cm^-3
Density at joining energy 1.581e+21 cm^-3 eV^-1
Tail states 7.91e+19 cm^-3
Exponential holds up to 1.725 eV
1.5 eV: J 1.740e+39 cm^-6 eV^-1, eps2 9.89e-05, alpha 1.88 cm^-1
1.6 eV: J 1.286e+40 cm^-6 eV^-1, eps2 7.31e-04, alpha 14.8 cm^-1
1.7 eV: J 9.502e+40 cm^-6 eV^-1, eps2 5.40e-03, alpha 116 cm^-1
Defect alpha at 1.5 eV: 0.153 cm^-1
Defect and tail absorption equal at 1.367 eV
Fitted width 1.5-1.7 eV, with defects: 49.5 meV
Fitted width, defects removed: 49.0 meV
-- damaged film: E0 = 70 meV, defects 1e+18 cm^-3
Density at joining energy 1.871e+21 cm^-3 eV^-1
Tail states 1.31e+20 cm^-3
Exponential holds up to 1.735 eV
1.5 eV: J 1.070e+40 cm^-6 eV^-1, eps2 6.08e-04, alpha 11.6 cm^-1
1.6 eV: J 4.463e+40 cm^-6 eV^-1, eps2 2.54e-03, alpha 51.4 cm^-1
1.7 eV: J 1.862e+41 cm^-6 eV^-1, eps2 1.06e-02, alpha 228 cm^-1
Defect alpha at 1.5 eV: 15.3 cm^-1
Defect and tail absorption equal at 1.521 eV
Fitted width 1.5-1.7 eV, with defects: 86.4 meV
Fitted width, defects removed: 67.2 meV
-- local widths, annealed film, 1.6 eV, one effect at a time
Joint density: 50.00 meV
alpha, constant dipole: 48.48 meV
alpha, constant momentum: 51.61 meV
J with conduction tail: 50.33 meV
J with defects: 50.58 meV
J, matrix element decay 0.5 eV: 45.45 meV
-- other limits, annealed film
Local width of J at 1.9 eV: 112.7 meV
Conduction tail, deep J ratio: 1.358
Deep width with conduction tail, 1.2 eV: 50.00 meV
Tails swapped (25, 50 meV), 1.2 eV: 50.00 meV
Kept fraction at 1.0 eV, filled tail only: 0.8884
Thermal occupation loss at 1.5 eV, 300 K: 1.5e-05
Gap shift for 50 K heating: 20 meV
J factor from that shift: 1.492
Relative slope change from index: 0.50 %
```
